# Second-Order Wavefunctions and Fourth-Order Energies from Linearized Augmentation

## 1. Definitions and conventions

Hartree atomic units are used throughout. In a potential $V(r)$ that is spherical inside a sphere of radius $S$, write the radial wavefunction of angular momentum $l$ as $P(r)=rR(r)$. Its Hamiltonian is

$$h=-\frac12\frac{d^2}{dr^2}+\frac{l(l+1)}{2r^2}+V(r).$$

Let $u_E(r)$ be the real solution of $(h-E)u_E=0$ that is regular at the origin and normalized in the sphere. With $\langle f|g\rangle=\int_0^S fg\,dr$, this means $\langle u_E|u_E\rangle=1$. The sign is chosen so that $u_E$ varies smoothly with $E$.

Choose a fixed energy $E_\nu$ and set $\varepsilon=E-E_\nu$. A dot is an energy derivative taken at $E_\nu$, a prime is a radial derivative, and $u$ without a subscript is $u_{E_\nu}$. Two more symbols recur:

$$N=\langle\dot u|\dot u\rangle,\qquad W[f,g]=f(S)g'(S)-f'(S)g(S).$$

The state to be approximated is a bound state $\psi$ of energy $E$, normalized over all space. A fraction $q$ of its norm lies in the sphere, so its inner part is $\sqrt q\,u_E$. Augmentation replaces this inner part by functions computed once, at $E_\nu$. The exact tail outside is kept, so that every error found below comes from this replacement.

Energies are evaluated with the kinetic energy in gradient form. For continuous, decaying $f$ and $g$, define

$$K[f,g]=\int_0^\infty\left[\frac12f'g'+\frac{l(l+1)}{2r^2}fg+(V-E)fg\right]dr .$$

Integration by parts and the Schrödinger equation give $K[g,\psi]=0$, since $\psi'$ is continuous. If a trial function is $\psi_t=\psi-\delta$, the cross terms therefore vanish and its energy expectation value $E_t$ obeys

$$E_t-E=\frac{K[\psi_t,\psi_t]}{\langle\psi_t|\psi_t\rangle}=\frac{K[\delta,\delta]}{\langle\psi_t|\psi_t\rangle},\tag{1}$$

where the denominator is an integral over all space. An energy error is thus quadratic in the wavefunction error. What remains is to find the order of $\delta$.

## 2. The simple case: $u$ alone

Differentiate $(h-E)u_E=0$ once with respect to $E$. The derivative of $-E$ produces $-u$, so

$$(h-E_\nu)\dot u=u. \tag{2}$$

Differentiating the normalization gives $\langle u|\dot u\rangle=0$.

With one function the value can be matched at $S$, but in general not the slope. Provided $u(S)\ne0$, the inner trial function is $\sqrt q\,[u_E(S)/u(S)]\,u$. Inserting $u_E=u+\varepsilon\dot u+O(\varepsilon^2)$, the error is

$$\delta_1=\sqrt q\,\varepsilon\,v+O(\varepsilon^2),\qquad v=\dot u+\gamma u,\qquad \gamma=-\frac{\dot u(S)}{u(S)}.$$

The wavefunction error is first order. Since $\delta_1(S)=0$, integrating the gradient term by parts leaves no surface term. Equation (2) gives $(h-E_\nu)v=u$, and hence

$$E_1-E=q\varepsilon^2\langle v|u\rangle+O(\varepsilon^3)=q\gamma\varepsilon^2+O(\varepsilon^3). \tag{3}$$

The last step used $\langle\dot u|u\rangle=0$ and $\langle u|u\rangle=1$.

**Limit: the floor of a constant potential.** Take $l=0$, $V=0$ inside, $S=1$ and $E_\nu=0$. The regular solution at small energy $e$ is proportional to

$$\frac{\sin kr}{k}=r-\frac{e r^3}{3}+\frac{e^2r^5}{30}+\cdots,\qquad k^2=2e.$$

Its squared norm is $\frac13\left(1-\frac25e+\frac8{105}e^2+\cdots\right)$. Dividing by the square root of this norm gives

$$u_e=\sqrt3\left[r+e\left(\frac r5-\frac{r^3}{3}\right)+e^2\left(\frac{23r}{1050}-\frac{r^3}{15}+\frac{r^5}{30}\right)+\cdots\right]. \tag{4}$$

Thus $\gamma=-\left(\frac15-\frac13\right)=\frac2{15}$, and $v=(r-r^3)/\sqrt3$, which vanishes at the boundary as it must. A direct evaluation of its kinetic energy gives

$$\frac12\int_0^1v'^2dr=\frac16\int_0^1(1-3r^2)^2dr=\frac16\left(1-2+\frac95\right)=\frac2{15},$$

in agreement with equation (3).

## 3. Adding $\dot u$: the matching coefficients

The new inner trial function is $Au+B\dot u$, matched to the exact tail in value and slope. Two coefficients now meet two conditions. The conditions are independent if $W[u,\dot u]\ne0$, which Green's identity settles.

For functions regular at the origin, two integrations by parts give

$$\langle f|hg\rangle-\langle hf|g\rangle=-\frac12W[f,g]. \tag{5}$$

Put $f=u$, $g=\dot u$ and subtract $E_\nu$ from both operators. By equation (2) the left side is $\langle u|u\rangle=1$, so

$$W[u,\dot u]=-2. \tag{6}$$

The matching is therefore always solvable, even where $u(S)=0$ and the construction with $u$ alone breaks down.

The coefficients follow from taking $W$ of the matched function with $u$ and with $\dot u$. Since $Au+B\dot u$ and $\sqrt q\,u_E$ have the same boundary data,

$$-2B=\sqrt q\,W[u,u_E],\qquad -2A=\sqrt q\,W[u_E,\dot u].$$

Because $(h-E_\nu)u_E=\varepsilon u_E$, equation (5) gives

$$-\frac12W[u,u_E]=\varepsilon\langle u|u_E\rangle,$$

$$-\frac12W[u_E,\dot u]=\langle u_E|u\rangle-\varepsilon\langle u_E|\dot u\rangle.$$

Consequently, with no expansion in $\varepsilon$,

$$B=\sqrt q\,\varepsilon\langle u|u_E\rangle,\qquad A=\sqrt q\left(\langle u|u_E\rangle-\varepsilon\langle\dot u|u_E\rangle\right). \tag{7}$$

## 4. The wavefunction error is second order

A second energy derivative of the Schrödinger equation gives

$$(h-E_\nu)\ddot u=2\dot u,$$

and differentiating $\langle u|\dot u\rangle=0$ gives $\langle u|\ddot u\rangle=-N$. Now expand

$$u_E=u+\varepsilon\dot u+\frac{\varepsilon^2}{2}\ddot u+O(\varepsilon^3).$$

The overlaps needed in equation (7) are

$$\langle u|u_E\rangle=1-\frac N2\varepsilon^2+O(\varepsilon^3),\qquad \langle\dot u|u_E\rangle=N\varepsilon+O(\varepsilon^2),$$

so the coefficients become

$$A=\sqrt q\left(1-\frac{3N}{2}\varepsilon^2+O(\varepsilon^3)\right),\qquad B=\sqrt q\left(\varepsilon-\frac N2\varepsilon^3+O(\varepsilon^4)\right). \tag{8}$$

In $\delta=\sqrt q\,u_E-Au-B\dot u$ the terms of order $1$ and $\varepsilon$ cancel. What remains is

$$\boxed{\delta=\sqrt q\,\frac{\varepsilon^2}{2}w+O(\varepsilon^3),\qquad w=\ddot u+3Nu.} \tag{9}$$

The function $\dot u$ removes the linear change of shape with energy, and the curvature of that change survives. Rescaling $\psi_t$ to unit norm does not alter the order, because its norm differs from one only at order $\varepsilon^2$.

Since $\delta$ and $\delta'$ vanish at $S$ for every $\varepsilon$, their leading coefficients do too:

$$w(S)=0,\qquad w'(S)=0. \tag{10}$$

**Limit: the potential floor again.** From equation (4), $\dot u=\sqrt3(r/5-r^3/3)$, and

$$N=3\left(\frac1{75}-\frac2{75}+\frac1{63}\right)=\frac4{525}.$$

The function $\ddot u$ is twice the coefficient of $e^2$. Adding $3Nu=\sqrt3\,(4/175)\,r$ gives

$$w=\frac{\sqrt3}{15}\left(r-2r^3+r^5\right)=\frac{\sqrt3}{15}\,r(1-r^2)^2. \tag{11}$$

The double zero at $r=1$ is equation (10) in explicit form.

## 5. The energy error is fourth order

Insert equation (9) into equation (1). The boundary value of $\delta$ is zero, so the gradient form can again be replaced by the operator. The difference between $h-E$ and $h-E_\nu$ is $-\varepsilon$ and contributes only at order $\varepsilon^5$; the norm in the denominator changes the result only at order $\varepsilon^6$. Therefore

$$E_t-E=\frac{q\varepsilon^4}{4}\langle w|(h-E_\nu)w\rangle+O(\varepsilon^5).$$

The equations for $u$ and $\ddot u$ give $(h-E_\nu)w=2\dot u$. The part of $w$ proportional to $u$ is orthogonal to $\dot u$, so the matrix element is $2\langle\ddot u|\dot u\rangle$, which is the energy derivative of $N$. Hence

$$\boxed{E_t-E=\frac{q\dot N}{4}\varepsilon^4+O(\varepsilon^5).} \tag{12}$$

For the lowest state of a given $l$, the variational principle requires $E_t\ge E$ at every $\varepsilon$. In the limit $E_\nu\to E$ this implies $\dot N\ge0$. This argument does not extend to an excited state, for which $\dot N$ can be negative. If $\dot N$ happens to vanish, the error is of higher order.

**Limit: the potential floor.** Equation (11) gives

$$\frac12\int_0^1w'^2dr=\frac1{150}\int_0^1(1-6r^2+5r^4)^2dr=\frac1{150}\cdot\frac{128}{315}=\frac{64}{23625}.$$

The other route is $2\langle\dot u|\ddot u\rangle=2\langle\dot u|w\rangle$:

$$\frac25\int_0^1\left(\frac r5-\frac{r^3}3\right)r(1-r^2)^2dr=\frac25\left(\frac8{525}-\frac8{945}\right)=\frac{64}{23625}.$$

The two values of $\dot N$ agree.

**Second limit: a state confined to the sphere.** Suppose that a fixed logarithmic derivative at $S$ replaces the outside region, so $q=1$. The matched function satisfies the same boundary condition, and equation (2) gives $\langle Au+B\dot u|(h-E_\nu)(Au+B\dot u)\rangle=AB$. With $\omega=B/A$, its energy is

$$E_t=E_\nu+\frac{AB}{A^2+NB^2}=E_\nu+\frac{\omega}{1+N\omega^2}.$$

Equation (8) gives

$$\omega=\varepsilon+N\varepsilon^3+O(\varepsilon^4). \tag{13}$$

Reading the energy as $E_\nu+\omega$ thus leaves a third-order error. In the expectation value, the denominator subtracts $N\varepsilon^3$ and cancels it. Value and slope matching provides the second-order wavefunction, while the expectation value provides the fourth-order energy.

## 6. From one trial function to a secular equation

An augmented-wave calculation diagonalizes $H$ in a basis and does not know $\psi_t$ beforehand. Suppose the fixed outer basis can represent the exact tail. Then $\psi_t$ lies in the basis space. Let the remaining basis functions be $g_j$, with inner parts $a_ju+b_j\dot u$ matched to their own tails in value and slope.

Their coupling to $\psi_t$ follows from $K[g_j,\psi]=0$:

$$m_j=K[g_j,\psi_t]=-K[g_j,\delta].$$

Integrating by parts would leave the surface term $\frac12g_j(S)\delta'(S)$, but slope matching makes it zero. Since $(h-E)\delta=\sqrt q\,\varepsilon^2\dot u+O(\varepsilon^3)$,

$$m_j=-\sqrt q\,b_jN\varepsilon^2+O(\varepsilon^3). \tag{14}$$

Let $M_{ij}=K[g_i,g_j]$, and let $\lambda$ be the secular eigenvalue minus $E$. Let $o_j=\langle g_j|\psi_t\rangle$ and $O_{ij}=\langle g_i|g_j\rangle$ be overlaps over all space. For an eigenvector $\psi_t+\sum_jc_jg_j$ the secular equations read $(M-\lambda O)c=-(m-\lambda o)$ and $K[\psi_t,\psi_t]-\lambda\langle\psi_t|\psi_t\rangle+(m-\lambda o)^Tc=0$. Eliminating $c$ gives

$$\lambda\langle\psi_t|\psi_t\rangle=K[\psi_t,\psi_t]-(m-\lambda o)^T(M-\lambda O)^{-1}(m-\lambda o).$$

At $\varepsilon=0$ the exact state lies in the basis and $\lambda=0$ is a root. For the root that continues it, $\lambda$ is small, and to leading order

$$\lambda=K[\psi_t,\psi_t]-m^TM^{-1}m. \tag{15}$$

The first term is of order $\varepsilon^4$ by equation (12). The second is a product of two couplings of order $\varepsilon^2$. The terms left out contain $\lambda$ multiplied by $m$, by $m^2$, by the norm correction or by $\lambda$ itself, so each is small compared with $\lambda$. Hence $\lambda=O(\varepsilon^4)$.

This argument requires $M^{-1}$ to stay bounded as $\varepsilon\to0$: no level of the remaining basis may approach $E$. For the lowest state of each $l$ there is also a bound. The min-max principle puts the lowest secular eigenvalue between $E$ and $E_t$, because $\psi_t$ is in the basis.

**Several spheres and angular momenta.** Let a state have fractions $q_{al}$ of its norm in channel $l$ of sphere $a$, summed over the magnetic quantum number. If the potential is spherical in each nonoverlapping sphere and every channel is matched, the errors in different channels are orthogonal and are not coupled by $h$. Equation (1) then gives a sum of separate terms,

$$E_t-E\simeq\frac14\sum_{a,l}q_{al}\dot N_{al}(E-E_{\nu,al})^4 .$$

Each channel may have its own $E_\nu$, best placed near the energies at which that channel carries weight. An unmatched channel, a nonspherical part of $V$ in the spheres or an incomplete outer basis adds an error that this expression does not contain.

## 7. The radial square well

The model has $V=-2.0$ hartree for $r<S=3.0$ bohr and $V=0$ outside, with no material implied. For $l=0$ the exact level follows from continuity of the logarithmic derivative:

$$k\cot kS=-\kappa,\qquad k=\sqrt{2(E+2)},\qquad \kappa=\sqrt{-2E}.$$

The corresponding condition for $l=1$ uses the $p$-wave inner and outer solutions. The levels are $-1.60134$ hartree for 1s, $-0.48274$ hartree for 2s and $-1.19291$ hartree for 1p.

**Leading coefficients.** At very small $\varepsilon$, equation (12) can be compared with energies integrated directly. For 1s, $q=0.9687$ and $\dot N=5.651$ hartree$^{-3}$, so

$$\frac{q\dot N}{4}=\frac{0.9687\times5.651}{4}=1.3685\ \text{hartree}^{-3}.$$

The directly computed ratio $(E_t-E)/\varepsilon^4$ is also $1.3685$ hartree$^{-3}$. For 1p both values are $0.345$ hartree$^{-3}$.

For 2s, $\dot N=-0.683$ hartree$^{-3}$ and the coefficient is $-0.138$ hartree$^{-3}$: the approximate energy lies below the exact level. This is allowed because 2s is not the lowest s state.

**A finite energy distance.** Place $E_\nu$ 0.1 hartree below the 1s level, at $-1.70134$ hartree. Matching gives $A=0.95790$ and $B=0.09750$ hartree. The matching ratio is

$$\frac BA=\frac{0.09750}{0.95790}=0.10179\ \text{hartree},$$

which exceeds $\varepsilon$ by $1.79\times10^{-3}$ hartree. With $N=1.619$ hartree$^{-2}$ at this $E_\nu$, equation (13) predicts $N\varepsilon^3=1.62\times10^{-3}$ hartree.

The expectation value is much closer to the exact level:

$$E_t-E=-1.601237-(-1.601340)=1.03\times10^{-4}\ \text{hartree}.$$

This is 2.80 meV, for a level at $-43.575$ eV. The leading formula, with $\dot N=4.946$ hartree$^{-3}$ at this $E_\nu$, gives $1.20\times10^{-4}$ hartree. The difference from the computed error is due to higher orders. With $u$ alone the error is $5.38\times10^{-2}$ hartree, about 520 times as large.

The norm of the wavefunction error is $2.03\times10^{-2}$, relative to a state of unit norm. An error of two per cent in the function therefore accompanies an energy error of about $10^{-4}$ hartree.

**Approach to the power laws.** Between $\varepsilon=0.05$ and $0.025$ hartree, the observed orders are 1.95 for the wavefunction, 2.93 for the matching ratio and 3.90 for the expectation value. They lie near 2, 3 and 4, with deviations expected from the next powers of $\varepsilon$.

Those powers also distinguish the sign of $\varepsilon$. At $\varepsilon=-0.1$ hartree the expectation error is $1.87\times10^{-4}$ hartree, against $1.03\times10^{-4}$ at $+0.1$. In their mean, $1.45\times10^{-4}$ hartree, the odd powers cancel. This is closer to the value $1.37\times10^{-4}$ hartree obtained from the coefficient at the level itself.

**The secular problem.** The basis contains the exact tail, with decay constant $\kappa$, and two others with decay constants $0.8\kappa$ and $1.5\kappa$. Unlike $q\dot N/4$, the secular coefficients quoted below belong to this basis: other or additional tails change their values, though not the fourth order. For 1s, the secular error divided by $\varepsilon^4$ tends to $0.834$ hartree$^{-3}$. It is positive and below the expectation-value coefficient $1.368$ hartree$^{-3}$, as the min-max argument requires. The difference, $-0.534$ hartree$^{-3}$, is the elimination term in equation (15).

For 2s the secular coefficient is $-0.317$ hartree$^{-3}$, so the root lies below the exact 2s level. By the min-max principle, the second root of an s-wave secular matrix cannot lie below the second exact s level. The root found here must therefore be the lowest root of its small matrix: this basis, linearized near 2s, has no separate root for 1s. Its fourth-order convergence to 2s is unaffected, and the observed order is 4.000. The numerical output lists the remaining coefficients and errors.

## Table of computed values

```
well depth = 2.0 hartree, radius S = 3.0 bohr
1s: exact E = -1.60134006 hartree, inside fraction q = 0.968702
1s: N = 2.15524 hartree^-2, Ndot = 5.65096 hartree^-3
1s: wave error/eps^2 = 2.34925, predicted 2.34923 hartree^-2
1s: expectation error/eps^4 = 1.36849, predicted 1.36852 hartree^-3
1s: u-only error/eps^2 = 6.12603, predicted 6.12565 hartree^-1
1s: secular error/eps^4 = 0.83439 hartree^-3, order = 4.0000
2s: exact E = -0.48273918 hartree, inside fraction q = 0.807833
2s: N = 0.66309 hartree^-2, Ndot = -0.68286 hartree^-3
2s: wave error/eps^2 = 0.77218, predicted 0.77219 hartree^-2
2s: expectation error/eps^4 = -0.13791, predicted -0.13791 hartree^-3
2s: u-only error/eps^2 = 0.83829, predicted 0.83828 hartree^-1
2s: secular error/eps^4 = -0.31692 hartree^-3, order = 4.0001
1p: exact E = -1.19290708 hartree, inside fraction q = 0.930237
1p: N = 0.76576 hartree^-2, Ndot = 1.48327 hartree^-3
1p: wave error/eps^2 = 0.85673, predicted 0.85672 hartree^-2
1p: expectation error/eps^4 = 0.34494, predicted 0.34495 hartree^-3
1p: u-only error/eps^2 = 2.69132, predicted 2.69125 hartree^-1
1p: secular error/eps^4 = 0.21032 hartree^-3, order = 4.0000
1s errors; eps and energies in hartree, wave error = norm of difference
eps      wave        u only      ratio       expectation secular
0.2      6.8643e-02  1.8333e-01  1.1972e-02  1.2590e-03  8.7199e-04
0.1      2.0254e-02  5.3777e-02  1.7853e-03  1.0274e-04  6.7241e-05
0.05     5.4694e-03  1.4423e-02  2.4474e-04  7.3908e-06  4.6784e-06
0.025    1.4181e-03  3.7211e-03  3.2080e-05  4.9658e-07  3.0867e-07
-0.1     2.6422e-02  6.6132e-02 -2.6562e-03  1.8659e-04  1.0400e-04
orders between eps = 0.05 and 0.025: 1.947, 1.955, 2.931, 3.896, 3.922
1s, eps = 0.1 hartree: E_nu = -1.70134006 hartree
  A = 0.957900, B = 0.097500 hartree, N = 1.61901 hartree^-2
  Ndot = 4.94625 hartree^-3, q*Ndot*eps^4/4 = 1.1979e-04 hartree
  expectation energy = -1.60123732 hartree
  secular energy = -1.60127282 hartree
1s exact energy = -43.57468 eV
1s expectation error at eps = 0.1 hartree = 2.7957 meV
```
